Why excess atom number rises along a surface phase diagram

**Definitions and conventions**

A compound AB has several candidate surface structures, labelled i. Each is represented by a symmetric slab with two equal faces, each of area S, containing N_A and N_B atoms. The temperature is fixed. F is the slab's free energy measured from the bulk elements A and B, and pressure-volume terms of the condensed phases are neglected. The chemical potentials μ_A and μ_B are measured from the same elements. The surface grand potential per area is

γ = (F − N_A μ_A − N_B μ_B)/(2S).

The factor 2 counts the two faces. A macroscopic surface has a given total area, so the equilibrium structure is the one with the lowest γ, not the one with the lowest grand potential per own cell.

The surface is in equilibrium with bulk AB, whose formation free energy per formula unit is h < 0. Hence

μ_A + μ_B = h.

Bulk A does not precipitate if μ_A ≤ 0, and bulk B does not if μ_B ≤ 0, which means μ_A ≥ h. If no other compound of A and B limits the range further, the window is h ≤ μ_A ≤ 0. One chemical potential remains free. I write μ for μ_A. Inserting μ_B = h − μ gives

F − N_A μ − N_B (h − μ) = F − N_B h − (N_A − N_B) μ.

Each structure of fixed composition is thus a straight line:

γ_i(μ) = c_i − Γ_i μ,

c_i = (F − N_B h)/(2S),

Γ_i = (N_A − N_B)/(2S) = −dγ_i/dμ.

Γ_i is the excess of A over bulk stoichiometry, per area of one face. It can be negative. If the slab is thick enough for an inserted formula unit to be bulk-like, insertion raises F by h and both atom numbers by one. Neither c_i nor Γ_i changes, so they belong to the surface and not to the chosen slab thickness.

The result to be derived is this. Let μ₁ < μ₂, let i have the lowest γ at μ₁, and let j have the lowest γ at μ₂. Then

Γ_j ≥ Γ_i.

Ties are allowed: i and j may be any of the minimizers at their respective potentials. The set of candidates is taken to be the same at all potentials considered. For a finite set, minimizers always exist.

**First derivation: exchanging the two winners**

Phase i wins at μ₁, so it is no higher there than j:

c_i − Γ_i μ₁ ≤ c_j − Γ_j μ₁.

Phase j wins at μ₂, so

c_j − Γ_j μ₂ ≤ c_i − Γ_i μ₂.

Add the two inequalities. The sum c_i + c_j stands on both sides and cancels:

−Γ_i μ₁ − Γ_j μ₂ ≤ −Γ_j μ₁ − Γ_i μ₂.

Moving the left side to the right gives

0 ≤ Γ_j μ₂ − Γ_j μ₁ − Γ_i μ₂ + Γ_i μ₁ = (Γ_j − Γ_i)(μ₂ − μ₁).

Since μ₂ − μ₁ is positive, Γ_j ≥ Γ_i.

If Γ_j = Γ_i, the two starting inequalities reduce to c_i ≤ c_j and c_j ≤ c_i, so the lines coincide. Between two phases with different lines, the excess therefore rises strictly. The same inequalities, each solved for c_j − c_i, also locate the crossing:

(Γ_j − Γ_i) μ₁ ≤ c_j − c_i ≤ (Γ_j − Γ_i) μ₂.

For Γ_j > Γ_i, division shows that the potential at which the two lines meet,

μ_ij = (c_j − c_i)/(Γ_j − Γ_i),

lies between μ₁ and μ₂. Physically, c_j − c_i is the cost of the richer structure when μ = 0, and μ_ij is that cost per added excess atom. The richer structure wins once the reservoir supplies atoms at a potential above this cost.

*Disordered phases.* At finite temperature an adsorbate layer has a fluctuating atom number, and its γ is a curve. The exchange argument still works if the competitors are statistical states. Let a configuration s have energy E_s and atom number N_s, and let a state assign it the probability w_s. Define

Ω[w] = Σ_s w_s (E_s + kT ln w_s) − μ Σ_s w_s N_s.

For a fixed set of probabilities this is a straight line in μ, with slope minus the mean atom number. The equilibrium state is

p_s = exp[(μN_s − E_s)/kT]/Ξ,

where Ξ is the sum of the exponentials over all configurations. Taking the logarithm gives E_s − μN_s = −kT ln p_s − kT ln Ξ. Inserting this in Ω[w], and using Σ_s w_s = 1, gives

Ω[w] = −kT ln Ξ + kT Σ_s w_s ln(w_s/p_s).

Because −ln x ≥ 1 − x, the last sum is at least Σ_s (w_s − p_s) over configurations with w_s > 0. This is 1 minus a partial sum of the p_s, so it is not negative. The equilibrium state therefore minimizes Ω[w], and the minimum is −kT ln Ξ. Equilibrium states at μ₁ and μ₂ can now be exchanged just as i and j were, and the mean excess cannot fall. This covers changes within one phase as well as jumps between phases.

**Second derivation: the concave envelope**

Now consider the lowest value at each potential,

γ_min(μ) = min_i γ_i(μ).

Take an intermediate potential m = (1 − λ)μ₁ + λμ₂ with 0 < λ < 1, and let k be a minimizer there. Since γ_k is a straight line,

γ_min(m) = γ_k(m) = (1 − λ)γ_k(μ₁) + λγ_k(μ₂).

At each end γ_k is at least γ_min, so

γ_min(m) ≥ (1 − λ)γ_min(μ₁) + λγ_min(μ₂).

The envelope lies on or above its chords: it is concave. Next, this has to be turned into a statement about slopes. Subtract γ_min(μ₁) from both sides and divide by m − μ₁ = λ(μ₂ − μ₁):

[γ_min(m) − γ_min(μ₁)]/(m − μ₁) ≥ q,

q = [γ_min(μ₂) − γ_min(μ₁)]/(μ₂ − μ₁).

Subtracting both sides of the concavity inequality from γ_min(μ₂) instead, and dividing by μ₂ − m = (1 − λ)(μ₂ − μ₁), gives

[γ_min(μ₂) − γ_min(m)]/(μ₂ − m) ≤ q.

Let m approach μ₁ in the first inequality and μ₂ in the second. With R the slope of the envelope just to the right of μ₁ and L its slope just to the left of μ₂,

R ≥ q ≥ L.

It remains to connect R and L with the excesses. The line γ_i touches the envelope at μ₁ and is nowhere below it. Moving to the right, the envelope can rise no faster than this line, so R ≤ −Γ_i. Likewise γ_j touches at μ₂ and is nowhere below the envelope to the left. Coming from the left, the envelope reaches the common value from below or along γ_j, so L ≥ −Γ_j. Together,

−Γ_i ≥ R ≥ q ≥ L ≥ −Γ_j,

and therefore Γ_j ≥ Γ_i.

At a kink the slope of the envelope is not unique. Two coexisting phases can then share the surface in any proportion, and the mean excess takes any value between theirs. This neglects the energy of the boundaries between them.

*Integrated form.* Let the stable phases k occupy successive intervals from a_k to b_k. The envelope is continuous and changes by −Γ_k(b_k − a_k) on each interval. Adding these changes gives

γ_min(end) − γ_min(start) = −Σ_k Γ_k (b_k − a_k).

*Geometric form.* Phase i is stable at μ if c_k − Γ_k μ ≥ c_i − Γ_i μ for every k, or

c_k ≥ c_i + μ(Γ_k − Γ_i).

In a plot of c against Γ, a line of slope μ through point i then has no point below it. Stable phases thus lie on the lower convex hull of the points (Γ_i, c_i), and the slopes of its edges are the transition potentials. Only those inside the allowed window of μ can be reached.

Suppose a phase p lies above the edge joining i and j, with Γ_p = (1 − w)Γ_i + wΓ_j and 0 < w < 1. At any μ, the envelope is no higher than the weighted mean of γ_i and γ_j. Hence

γ_p − γ_min ≥ γ_p − (1 − w)γ_i − wγ_j = c_p − (1 − w)c_i − wc_j.

The terms in μ cancel because of the choice of w. The right side is the height of p above the edge. Equality holds at μ_ij, where i and j both lie on the envelope. If μ_ij lies inside the allowed window, the height is therefore the smallest amount by which p misses stability there. Otherwise the smallest gap within the window is larger than the height.

**A model compound**

Take h = −1 eV, a (1×1) cell of 16 Å² and five slabs with round model energies. For P4, a (2×2) structure, S = 64 Å², N_A = 28, N_B = 24 and F = −19.2 eV. Thus

c = (−19.2 + 24)/128 = 0.0375 eV/Å² = 37.5 meV/Å²,

Γ = (28 − 24)/128 = 0.03125 Å⁻².

The other slabs, listed as S, N_A, N_B and F, are P1 (2×1): 32 Å², 12, 14, −9.2 eV; P2 (1×1): 16 Å², 9, 9, −7.4 eV; P3 (2×2): 64 Å², 30, 28, −22.0 eV; P5 (1×1): 16 Å², 8, 6, −4.9 eV. The same arithmetic for all five gives:

P1: c = 75.000 meV/Å², Γ = −0.03125 Å⁻²
P2: c = 50.000 meV/Å², Γ = 0
P3: c = 46.875 meV/Å², Γ = 0.015625 Å⁻²
P4: c = 37.500 meV/Å², Γ = 0.03125 Å⁻²
P5: c = 34.375 meV/Å², Γ = 0.06250 Å⁻²

The stable sequence is P1, P2, P4, P5. Its transitions follow from the crossing formula, with c in meV/Å² and the result in meV:

P1 to P2: (50 − 75)/0.03125 = −800, or μ = −0.8 eV

P2 to P4: (37.5 − 50)/0.03125 = −400, or μ = −0.4 eV

P4 to P5: (34.375 − 37.5)/0.03125 = −100, or μ = −0.1 eV

The surface energies there are 50, 50 and 40.625 meV/Å², or 0.80, 0.80 and 0.65 J/m². A scan of the defining expression for γ and a separate construction of the hull agree on the sequence and on the transitions.

The envelope starts at 43.75 meV/Å² at μ = h, rises to 50 while Γ is negative, stays level while P2 is stable, and falls to 34.375 at μ = 0. Concavity does not require γ_min itself to fall steadily. The integrated form confirms the balance:

−0.03125·200 + 0·400 + 0.03125·300 + 0.0625·100 = 9.375 meV/Å²,

which equals 43.75 − 34.375.

P3 never appears. Its excess is halfway between those of P2 and P4, where the hull has height (50 + 37.5)/2 = 43.75 meV/Å². P3 lies 3.125 meV/Å² above it and comes this close to the envelope at μ = −0.4 eV. Lowering c of P3 by more than this amount, with the other energies unchanged, would make it stable.

Two other counts fail to be ordered. The excess per face in each structure's own cell runs −1, 0, 2, 1. The last step is downward because P4 has a cell four times as large as that of P5. The slab's total number of A atoms per (1×1) area runs 6, 9, 7, 8, because the slabs have different thicknesses. Neither sequence contradicts the result, which concerns the stoichiometric excess per area.

**A surface with fluctuating coverage**

A second model has 16 adsorption sites on a 4×4 periodic square lattice. Each atom contributes −0.5 eV, and each occupied neighbouring pair costs v = 0.1 eV. The chemical potential now belongs to the adsorbing species, on the same energy scale.

At zero temperature the hull can be found by counting bonds. N atoms have 4N bond ends. A pair uses two of them, and every remaining one leads to an empty site. Empty sites can receive at most 4(16 − N), so

2·(pairs) ≥ 4N − 4(16 − N), that is, pairs ≥ 4(N − 8).

The number of pairs is also nonnegative. The larger of the two bounds is zero up to N = 8 and rises linearly from there to N = 16. It is attained at every N: by a chessboard pattern at N = 8, by removing atoms from it below, and by adding atoms to it above. The corners of the hull are therefore N = 0, 8 and 16, and the other atom numbers lie on its edges, tied with the corners exactly at the transition potentials. The edge slopes are −0.5 eV and −0.5 + 4·0.1 = −0.1 eV. Coverage therefore steps from 0 to 0.5 and then to 1 at these potentials, in agreement with enumeration of all configurations.

At finite temperature, differentiate Ω = −kT ln Ξ. Each derivative of an exponential in Ξ brings down N_s/kT, so

dΩ/dμ = −⟨N⟩,

d⟨N⟩/dμ = (⟨N²⟩ − ⟨N⟩²)/kT ≥ 0.

The second term comes from differentiating 1/Ξ. The response is a variance divided by kT, which cannot be negative, so each phase's own grand potential is concave.

At 600 K the coverage is 0.092, 0.249, 0.500, 0.751 and 0.908 at μ = −0.6, −0.5, −0.3, −0.1 and 0 eV. The steps have become a smooth rise. Its slope is 1.87 per eV at −0.5 eV but 0.45 per eV at −0.3 eV. By the variance formula, the variance of the atom number at half coverage is about a quarter of that at −0.5 eV, where the zero-temperature step lies. These numbers belong to a 16-site lattice, not to an infinite surface. On an 8×8 lattice the coverage at −0.5 eV is 0.244, and the slopes at −0.5 and −0.3 eV are 1.70 and 0.47 per eV. At −0.4 eV the slope still grows with size, from 1.28 per eV on 4×4 to 1.54 on 8×8. The infinite lattice at half coverage orders into the chessboard pattern below about 658 K, so the smooth rise is shown here only for finite cells.

Now let a reconstruction cost 0.05 eV per site and bind each atom 0.2 eV more strongly. Its grand potential is

Ω_R(μ) = 16·0.05 eV + Ω(μ + 0.2 eV),

because stronger binding acts like a higher μ. The two phases, treated as separate competitors, exchange stability at μ = −0.6025 eV, and coverage jumps from 0.089 to 0.424. On an 8×8 lattice the switch lies at −0.598 eV and the jump runs from 0.094 to 0.420. The jump is upward because the reconstructed surface has the coverage that the original would have 0.2 eV higher. At the switch, Ω(μ) − Ω(μ + 0.2 eV) equals the cost. Since dΩ/dμ = −⟨N⟩, the original surface's coverage averaged over that interval must be 0.05/0.2 = 0.25, which lies between the two coverages.

**What each derivation assumes**

Both derivations need free energies that do not change between the two potentials. The exchange argument also needs both winners to be candidates at both potentials; the other candidates may differ. The envelope argument uses one fixed set of candidates over the whole interval. Both rest on grand potentials that are linear in μ for each fixed structure or statistical state. Neither needs the energies to be accurate or the candidate list to be complete. An ordered sequence is therefore no evidence that the right structures were found. A falling Γ, on the other hand, signals an error in the counting, the minimization or the assumptions.

The exchange argument compares two potentials and uses nothing in between. It needs no derivatives, no continuous range of μ and no envelope. The second derivation uses the interval between the potentials. In return it gives the local slopes, the meaning of a kink and the integrated form. It also extends directly to phases whose own γ_i are concave curves: in the first step the equality for γ_k becomes "greater than or equal", and the touching line is replaced by a touching curve with the same slope at the contact point.

Concavity is thus a valid reason for the ordering, but not an indispensable one. Conversely, if Γ is nondecreasing along a continuous envelope made of straight pieces, the slopes −Γ are nonincreasing and the envelope is concave. For such an envelope the two statements are equivalent.

When several chemical potentials μ^(n) vary independently, the ordering takes a weaker form. Exchange gives, by the same cancellation,

Σ_n (Γ_j^(n) − Γ_i^(n))(μ₂^(n) − μ₁^(n)) ≥ 0.

The sum is constrained, not each term. Consider a surface that is bare, covered by X, or covered by Y, with energies 1.0, 0.5 and 0.6 eV per site at zero potentials. At μ_X = μ_Y = −0.3 eV the grand potentials are 1.0, 0.8 and 0.9 eV, and X wins. At μ_X = −0.2 eV and μ_Y = 0 they are 1.0, 0.7 and 0.6 eV, and Y wins. The amount of X has fallen although μ_X has risen. The sum is (−1)(0.1) + (1)(0.3) = 0.2 eV per site, as required to be nonnegative. On the line μ_A + μ_B = h, the two changes are opposite, and the sum becomes the ordering of N_A − N_B per area derived above.

Temperature is the other condition to watch. If it changes from T₁ to T₂ along with μ, the constants no longer cancel. Writing Δc = c_j − c_i, the two winning conditions are (Γ_j − Γ_i)μ₁ ≤ Δc(T₁) and Δc(T₂) ≤ (Γ_j − Γ_i)μ₂. Adding the two inequalities and rearranging gives

(Γ_j − Γ_i)(μ₂ − μ₁) ≥ Δc(T₂) − Δc(T₁).

The right side may be negative, and then the sign of Γ_j − Γ_i is not determined. If surface and bulk free energies are approximated as independent of temperature, the right side vanishes and the ordering returns, but as a property of that approximation. In vapour growth the result further requires the surface to be close to equilibrium with its reservoirs; a structure kept by slow kinetics need not be a minimizer.

Computed results

```
formation free energy h = -1.00 eV; (1x1) area = 16.0 A^2
window of mu_A: -1.00 to 0.00 eV
P1 (2x1): cells 2, N_A 12, N_B 14, F = -9.2 eV
   gamma(mu_A=0) = 75.000 meV/A^2, Gamma = -0.03125 A^-2
P2 (1x1): cells 1, N_A 9, N_B 9, F = -7.4 eV
   gamma(mu_A=0) = 50.000 meV/A^2, Gamma = 0.00000 A^-2
P3 (2x2): cells 4, N_A 30, N_B 28, F = -22.0 eV
   gamma(mu_A=0) = 46.875 meV/A^2, Gamma = 0.01562 A^-2
P4 (2x2): cells 4, N_A 28, N_B 24, F = -19.2 eV
   gamma(mu_A=0) = 37.500 meV/A^2, Gamma = 0.03125 A^-2
P5 (1x1): cells 1, N_A 8, N_B 6, F = -4.9 eV
   gamma(mu_A=0) = 34.375 meV/A^2, Gamma = 0.06250 A^-2
stable sequence: P1 (2x1) -> P2 (1x1) -> P4 (2x2) -> P5 (1x1)
P1 (2x1) -> P2 (1x1): mu_A = -0.8000 eV, gamma = 50.000 meV/A^2 = 0.8011 J/m^2
P2 (1x1) -> P4 (2x2): mu_A = -0.4000 eV, gamma = 50.000 meV/A^2 = 0.8011 J/m^2
P4 (2x2) -> P5 (1x1): mu_A = -0.1000 eV, gamma = 40.625 meV/A^2 = 0.6509 J/m^2
P3 (2x2) never stable: smallest gap = 3.125 meV/A^2 at mu_A = -0.4000 eV
envelope at mu_A = h: 43.750 meV/A^2; at 0: 34.375 meV/A^2
integral of Gamma over the window = 9.375 meV/A^2
excess atoms per face and own cell: [-1.0, 0.0, 2.0, 1.0]
raw N_A of slab per (1x1) area: [6.0, 9.0, 7.0, 8.0]
random test: 300 sets of 7 slabs, 298 transitions, all upward
lattice gas: 16 sites, binding -0.50 eV, repulsion 0.10 eV per pair, T = 600 K
T = 0 steps at mu = -0.50 and -0.10 eV; coverages 0.00, 0.50, 1.00
mu = -0.60 eV: coverage 0.0921, d(coverage)/d(mu) = 1.1927 1/eV
mu = -0.50 eV: coverage 0.2491, d(coverage)/d(mu) = 1.8658 1/eV
mu = -0.30 eV: coverage 0.5000, d(coverage)/d(mu) = 0.4465 1/eV
mu = -0.10 eV: coverage 0.7509, d(coverage)/d(mu) = 1.8658 1/eV
mu = 0.00 eV: coverage 0.9079, d(coverage)/d(mu) = 1.1927 1/eV
reconstruction: cost 0.05 eV per site, extra binding 0.20 eV per atom
switch at mu = -0.6025 eV: coverage 0.0892 -> 0.4245
bare, X, Y energies per site at mu_X = mu_Y = 0: [1.  0.5 0.6] eV
(mu_X, mu_Y) from [-0.3 -0.3] to [-0.2  0. ] eV
grand potentials per site at start: [1.  0.8 0.9] eV
grand potentials per site at end: [1.  0.7 0.6] eV
change of X: -1, of Y: 1 atoms per site; summed product = 0.20 eV
```
